# Why Gaussian thickness roughness raises direct tunnelling through thin films

A thin insulating film whose thickness varies from place to place carries more direct tunnelling current than a uniform film of the same mean thickness. If the thickness \(d\) is Gaussian with mean \(d_0\) and standard deviation \(\sigma\), and each place conducts in proportion to \(e^{-2\kappa d}\), the mean current density is

\[
\langle j\rangle = M\,j(d_0),\qquad M=e^{2\kappa^2\sigma^2}.
\]

Here \(\kappa\) is the decay constant of the wave-function amplitude, so the current decays at the rate \(2\kappa\). For a film 2.0 nm thick with \(\sigma=0.20\) nm and \(\kappa=5.22\ \mathrm{nm^{-1}}\), the factor is 8.8. The cause is the convexity of the exponential: thin places gain more current than equally common thick places lose.

The result belongs to a model in which each patch acts as a flat film of its own thickness, the voltage is the same everywhere, and the area is large enough to contain the rare thin places.

## One decay constant for all thicknesses

The average is simple only if \(\kappa\) does not itself depend on \(d\). This needs a reason, because at fixed voltage a thinner place has a higher field and a more steeply tilted barrier.

Let the barrier stand \(\phi\) above the electron's energy at the emitter, and let \(V\) be the voltage across the film, with \(eV<\phi\). At depth \(z\) the remaining barrier is \(\phi-eVz/d\). In the WKB approximation the transmission is governed by \(e^{-S}\), with

\[
S(d)=2K\int_0^d\sqrt{\phi-eV\frac{z}{d}}\;dz,\qquad K=\frac{\sqrt{2m}}{\hbar},
\]

where \(m\) is the effective mass in the barrier. The factor 2 appears because current follows the squared amplitude. Substitute \(z=sd\), so that \(dz=d\,ds\):

\[
S(d)=2d\,K\int_0^1\sqrt{\phi-eVs}\;ds\equiv 2\kappa d .
\]

The integral no longer contains \(d\). A thinner place has a steeper barrier, but the electron meets the same set of barrier heights, compressed into a shorter distance. With \(w=\phi-eVs\) and \(ds=-dw/(eV)\),

\[
\kappa=\frac{K}{eV}\int_{\phi-eV}^{\phi}\sqrt w\,dw
=\frac{2K}{3eV}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right].
\]

The example takes \(\phi=3.1\) eV, \(V=1.0\) V and \(m=0.40\) electron masses, for which \(K=3.240\ \mathrm{nm^{-1}\,eV^{-1/2}}\). Then

\[
\kappa=3.240\times\frac23\,(5.458-3.043)=5.22\ \mathrm{nm^{-1}},
\]

and the predicted slope of \(-\ln j\) against thickness is \(2\kappa=10.43\ \mathrm{nm^{-1}}\). A numerical solution of the Schrödinger equation for this tilted barrier, with the electron 0.1 eV above the emitter band edge and the same mass throughout, gives \(10.43\ \mathrm{nm^{-1}}\) between 1.8 and 2.2 nm. The linear exponent is thus a good description here.

As \(V\to0\), the integrand becomes constant and \(\kappa\to K\sqrt\phi=5.70\ \mathrm{nm^{-1}}\). For the same roughness \(M\) would then be about 13.5. At fixed \(\phi\), \(m\) and \(\sigma\), raising the voltage lowers the average barrier, and with it the sensitivity to roughness.

## The Gaussian average

Write \(d=d_0+u\), where \(u\) has mean zero and variance \(\sigma^2\). Relative to the current at the mean thickness, a patch carries \(e^{-2\kappa u}\). The area average is

\[
M=\frac{1}{\sqrt{2\pi}\,\sigma}\int_{-\infty}^{\infty}
\exp\left(-\frac{u^2}{2\sigma^2}-2\kappa u\right)du .
\]

Put the exponent over a common denominator and complete the square:

\[
-\frac{u^2+4\kappa\sigma^2u}{2\sigma^2}
=-\frac{(u+2\kappa\sigma^2)^2-4\kappa^2\sigma^4}{2\sigma^2}
=-\frac{(u+2\kappa\sigma^2)^2}{2\sigma^2}+2\kappa^2\sigma^2 .
\]

The last term does not depend on \(u\) and leaves the integral as a factor. What remains is a normalised Gaussian, displaced but with unchanged area, so its integral is 1. Hence \(M=e^{2\kappa^2\sigma^2}\).

In the example \(\kappa\sigma=1.043\), the exponent is \(2\times1.043^2=2.18\), and \(M=8.8\). Averaging the numerically solved transmission over the same thickness distribution also gives 8.8, so the transmission prefactor hardly matters at this fixed electron energy.

## Why the mean rises, and where the current flows

The Gaussian is symmetric, so each thinning by \(u\) can be paired with an equally common thickening by \(u\). The pair's average relative current is

\[
\tfrac12\left(e^{2\kappa u}+e^{-2\kappa u}\right)=\cosh(2\kappa u)\ge1 .
\]

For \(u=\sigma\), the thin member carries 8.1 times the current at \(d_0\) and the thick member 0.12 times. Their average is 4.1. The thick place can lose at most the whole of its current, whereas the exponential sets no such limit on the thin place's gain.

The completed square also shows where the current flows. Area is distributed as a Gaussian centred at \(d_0\). Current is distributed as the area density times \(e^{-2\kappa u}\), which is a Gaussian of the same width centred at

\[
d_{\rm c}=d_0-2\kappa\sigma^2=2.00-0.42=1.58\ \mathrm{nm}.
\]

By symmetry about \(d_{\rm c}\), half the current flows where \(d<d_{\rm c}\). In the original area distribution this boundary lies \(2\kappa\sigma=2.09\) standard deviations below the mean. The area fraction is therefore

\[
\Phi(-2\kappa\sigma)=1.8\ \text{percent},
\]

where \(\Phi\) is the cumulative distribution of a standard normal variable. Less than one fiftieth of the film carries half its current.

A uniform film carrying the same mean current would not have thickness \(d_{\rm c}\). Its thickness \(d_{\rm eq}\) satisfies \(e^{-2\kappa(d_{\rm eq}-d_0)}=e^{2\kappa^2\sigma^2}\), so

\[
d_{\rm eq}=d_0-\kappa\sigma^2=1.79\ \mathrm{nm}.
\]

The shift is half as large because thin places are strong but rare. At \(d_{\rm c}\) the local current is \(e^{4\kappa^2\sigma^2}\approx78\) times that at \(d_0\), while the area density is lower than at \(d_0\) by the factor \(e^{-2\kappa^2\sigma^2}\approx0.11\). Their product is \(M\).

## Thickness roughness is not interface roughness

Let the lower and upper interfaces have height fluctuations \(h_1\) and \(h_2\), with standard deviations \(s_1\) and \(s_2\) and correlation coefficient \(c\). The thickness fluctuation is \(u=h_2-h_1\), and

\[
\sigma^2=\langle(h_2-h_1)^2\rangle=s_1^2+s_2^2-2c\,s_1s_2 .
\]

For jointly Gaussian heights \(u\) is Gaussian, and this variance belongs in \(M\). Take \(s_1=s_2=0.141\) nm and hold them fixed. Independent interfaces give \(\sigma=0.20\) nm and \(M=8.8\). At \(c=0.5\) the variance is halved, so \(M\) falls to its square root, 3.0. At \(c=1\) the film is conformal, its thickness is uniform and \(M=1\). Thus the roughness of one surface does not by itself determine the leakage. The last value holds in the local picture, where thickness is measured along one fixed direction; slopes are neglected. A conformal film with steep undulations is thinner along its local normal and can leak more than a flat one.

## The thin tail

For small roughness, with \(\langle u\rangle=0\), the series \(e^{-2\kappa u}=1-2\kappa u+2\kappa^2u^2-\dots\) gives

\[
M\approx1+2\kappa^2\sigma^2 .
\]

To this order only the variance enters. For larger \(\kappa\sigma\) the shape of the distribution matters. Consider thicknesses spread uniformly over \(d_0\pm a\). Their variance is \(a^2/3\), so equal \(\sigma\) requires \(a=\sqrt3\,\sigma\), and

\[
M_{\rm uniform}=\frac1{2a}\int_{-a}^{a}e^{-2\kappa u}\,du
=\frac{\sinh(2\kappa a)}{2\kappa a}=5.1 ,
\]

compared with 8.8 for the Gaussian. The uniform distribution has no places thinner than \(d_0-a=1.65\) nm, while the Gaussian places more than half its current below that thickness.

The Gaussian tail also extends to negative thickness, which no film has. If those values are removed and the rest renormalised, the current integral keeps the part of the displaced Gaussian with \(d>0\), and the area normalisation keeps the corresponding part of the original one:

\[
M_{d>0}=e^{2\kappa^2\sigma^2}\,
\frac{\Phi(d_{\rm c}/\sigma)}{\Phi(d_0/\sigma)} .
\]

In the example \(d_{\rm c}/\sigma=7.9\), and the correction is negligible. If \(\sigma\) is raised to 0.50 nm with everything else fixed, \(d_{\rm c}\) becomes \(-0.61\) nm. The simple formula then gives \(M=8.1\times10^5\), and the truncated one \(9.1\times10^4\). Neither is a usable prediction, because the integral is dominated by places too thin for the exponential law. A necessary condition is that \(d_0-2\kappa\sigma^2\) stay positive by several \(\sigma\), with \(\kappa d\) still large in the places that carry the current.

## Small areas

\(M\) is an ensemble mean. Suppose a device consists of \(N\) independent patches of equal area, with relative currents \(r=e^{-2\kappa u}\). Replacing \(2\kappa\) by \(4\kappa\) in the Gaussian average gives \(\langle r^2\rangle=e^{8\kappa^2\sigma^2}\). Since \(\langle r\rangle^2=e^{4\kappa^2\sigma^2}\), the relative variance of the device's mean current is

\[
\frac1N\left(\frac{\langle r^2\rangle}{\langle r\rangle^2}-1\right)
=\frac{e^{4\kappa^2\sigma^2}-1}{N}\approx\frac{77}{N}.
\]

A relative standard deviation of 10 percent requires \(N=77/0.01\), or about 7700 patches. If a patch were a square of side 10 nm, the device would have to be about 0.9 µm on a side.

A single patch has median enhancement 1, because its median thickness is \(d_0\) and its current is a monotonic function of thickness. In a random simulation of 4000 devices with 100 patches each, the median enhancement was 7.3, still below the mean of 8.8. The typical small device leaks less than the ensemble mean, which a few devices with unusually thin patches pull upward.

## When neighbouring places interact

The local picture fails if the thickness changes over too short a lateral distance. This can be examined in a two-dimensional scattering model with one flat and one sinusoidal interface. The electrons arrive along the mean film normal, enter through the sinusoidal interface and leave through the flat one. The barrier is rectangular with the same \(\kappa\) and mean thickness, the mass is uniform, and the electron has 1 eV of kinetic energy outside the barrier. The amplitude of 0.283 nm gives a standard deviation of 0.20 nm.

Averaging flat-film transmissions over the sinusoid gives an enhancement of 4.7. This is below the Gaussian value because a sinusoid, too, has a limited thinnest point. The full solution gives less than this local average by 0.6 percent at a period of 40 nm, 2.4 percent at 20 nm and 8.4 percent at 10 nm.

Halving the period from 40 to 20 nm multiplies the deficit by 3.9. An inverse-square law would give 4. That law is expected for long periods if the correction can be expanded in lateral gradients: reversing the lateral direction leaves the total current unchanged, so terms with an odd number of gradients drop out.

A likely reason for the sign is that a wave component with lateral wave number \(g\) decays in the barrier at the rate

\[
q=\sqrt{\kappa^2+g^2}\approx\kappa+\frac{g^2}{2\kappa},
\]

faster than the laterally uniform component. The barrier would then suppress part of the sharp lateral structure produced by the thin places. This explanation of the total deficit is a conjecture, since refraction at the sloping interface also contributes. The percentages apply to this sinusoid, this electron energy and this direction of travel. They change with the energy. If the rough interface is the exit instead of the entrance, the correction at a period of 10 nm is below 1 percent in size for energies from 1 to 4 eV, but it is a deficit of about 3 percent at 0.3 eV and about 14 percent at 0.1 eV, the last nearly as large as for entry through the rough side. A real current sums over all directions of incidence, and that sum is the same for both directions of travel. At a period of 10 nm it falls short of the local average by about 1 percent at 1 eV and by about 17 percent at 0.1 eV. The percentages therefore cannot be carried over directly to a random surface.

## The choice of emitter

So far the electron energy has been fixed. A real emitter supplies a range of energies, and the range that tunnels effectively can depend on thickness.

For a metal with a deep Fermi sea at low temperature, let \(\varepsilon\) be the energy of motion normal to the film, measured downward from the Fermi level. The supply of electrons, summed over their lateral motion, is proportional to \(\varepsilon\) for \(\varepsilon<eV\). The barrier becomes \(\phi+\varepsilon\), and to first order \(\kappa(\phi+\varepsilon)\approx\kappa+\kappa'\varepsilon\), where \(\kappa'=d\kappa/d\phi\). If the exponential cuts off the integral before \(\varepsilon\) reaches \(eV\),

\[
j(d)\propto e^{-2\kappa d}\int_0^\infty \varepsilon\,e^{-2\kappa'd\,\varepsilon}\,d\varepsilon
=\frac{e^{-2\kappa d}}{(2\kappa'd)^2}.
\]

In the example \(2\kappa'd\,eV\) is 4.0 at \(d_0\) and 3.2 at \(d_{\rm c}\), so the cut-off is only approximate. The prefactor \(1/d^2\) favours thin places further. Evaluating it at the current-carrying thickness gives the estimate

\[
M_{\rm metal}\approx8.8\left(\frac{2.00}{1.58}\right)^2\approx14 .
\]

Numerical integration with the full energy dependence of \(\kappa\), and with the supply held constant beyond \(\varepsilon=eV\), gives 14.7. For a deep metallic emitter, then, the simple factor is too low by about 40 percent of the numerical value.

A semiconductor emitter with its Fermi level 0.2 eV above the band edge has a much narrower supply. At 300 K, a three-dimensional supply function without quantised subbands gives 8.9, close to the simple result, when \(\phi=3.1\) eV is measured from 0.1 eV above the band edge. Measured from the band edge it gives 8.2, and measured from the Fermi level it gives 9.7.

## Beside a real gate oxide

The parameters are rough values for an ultrathin silicon dioxide gate film on silicon. A thickness roughness of 0.20 nm is plausible but comparable with a bond length, so a continuous Gaussian surface is an idealisation. The effective mass is also uncertain, and it matters because \(\kappa^2\), and hence \(\ln M\), is proportional to \(m\). Changing \(m\) from 0.40 to 0.50 electron masses multiplies the exponent by 1.25 and raises \(M\) from 8.8 to 15.

Image forces lower the barrier. Midway between two ideal metal plates, the image charges lie at distances \(d,2d,3d,\dots\) on both sides, with alternating signs. Including the factor one half for induced charge, the lowering there is

\[
\frac{e^2}{4\pi\epsilon_0\epsilon_r d}\left(1-\frac12+\frac13-\dots\right)
=\frac{e^2\ln2}{4\pi\epsilon_0\epsilon_r d}=0.23\ \mathrm{eV}
\]

for \(\epsilon_r=2.2\) and \(d=2.0\) nm. With the image potential included across the whole film, \(M\) becomes 7.5. Silicon electrodes screen less completely than ideal metal, so their effect should be smaller.

The field is 5.0 MV/cm at the mean thickness and 6.3 MV/cm at \(d_{\rm c}\). Good thermal oxide breaks down at very roughly 10 MV/cm or somewhat above. In the model, places above 10 MV/cm carry 0.18 percent of the current, so the enhancement does not rest on them. Whether such places start local damage is a separate question, as is current assisted by traps.

Lateral smoothness is a further assumption that a real oxide may not satisfy. Interface roughness can vary over only a few nanometres, shorter than the periods examined here, and in the sinusoidal example the deficit at 10 nm is 8 percent for normal incidence at 1 eV, while summed over directions of incidence it runs from about 1 percent at 1 eV to about 17 percent at 0.1 eV. For a film with slowly varying thickness and \(\sigma\) held at 0.20 nm, the changes of mass, electrodes and thin tail tried here, one at a time, give enhancements from about 5 to 15. The values behind these comparisons are listed in the numerical output below.

## Computed values

```
mean thickness d0 = 2.00 nm
thickness rms sigma = 0.20 nm
barrier phi = 3.10 eV
film voltage V = 1.00 V
effective mass = 0.40 electron masses
wave number at 1 eV = 3.2402 1/nm
averaged kappa = 5.2165 1/nm
WKB slope 2 kappa = 10.4330 1/nm
slope from Schroedinger equation = 10.4342 1/nm
exponent 2 kappa^2 sigma^2 = 2.1770 (no unit)
enhancement, formula = 8.820 (ratio)
enhancement, explicit average = 8.820 (ratio)
enhancement, full transmission = 8.826 (ratio)
current-weighted mean thickness = 1.5827 nm
current-weighted thickness rms = 0.2000 nm
equivalent uniform thickness = 1.7913 nm
area carrying half the current = 1.846 percent
rms of each interface = 0.1414 nm
enhancement, interface correlation 0.0 = 8.820 (ratio)
enhancement, interface correlation 0.5 = 2.970 (ratio)
enhancement, interface correlation 1.0 = 1.000 (ratio)
enhancement, uniform distribution = 5.131 (ratio)
large-roughness test rms = 0.50 nm
its unbounded-Gaussian enhancement = 8.110e+05 (ratio)
its enhancement with d > 0 only = 9.075e+04 (ratio)
its shifted mean thickness = -0.608 nm
one-patch relative current variance = 76.78 (no unit)
patches for 10 percent spread = 7678
median enhancement, 100 patches = 7.30 (ratio)
emitter energy above band edge = 0.10 eV
emitter Fermi energy = 0.20 eV
temperature = 300 K
enhancement, thermal energy spread = 8.929 (ratio)
enhancement, deep metallic Fermi sea = 14.665 (ratio)
optical relative permittivity = 2.20
image lowering at film centre = 0.227 eV
enhancement with image force = 7.516 (ratio)
enhancement for mass 0.50 = 15.199 (ratio)
field at mean thickness = 5.00 MV/cm
field at current-weighted thickness = 6.32 MV/cm
current share above 10 MV/cm = 0.179 percent
lead energy in locality test = 1.00 eV
sinusoid amplitude = 0.2828 nm
local enhancement for sinusoid = 4.691 (ratio)
full/local transmission, period 40 nm = 0.9938 (ratio)
full/local transmission, period 20 nm = 0.9760 (ratio)
full/local transmission, period 10 nm = 0.9163 (ratio)
deficit ratio, periods 20 and 40 nm = 3.851
```
